# Singular-value bounds on recovering spectra from imaginary-time data: test program

```python
# Ill-posedness of analytic continuation (Hartree atomic units).
# G(tau)=<c(tau)c^+>=int K A dw; t=tau/beta, u=beta*w, a=A/beta, Lam=beta*W,
# K(t,u)=exp(-t u)/(1+exp(-u)) from L2(-Lam,Lam) to L2(0,1), singular values s_l,
# L(s)=number of s_l above s, m=ceil(log2 Lam). Claims under test:
#  s_{(2m+1)p} <= C_m 5^-p, C_m=2.5 sqrt(5m+e^2.6/2); sqrt2 tanh(1/2)<=s_0<=sqrt(2pi)
#  s_l <= sqrt(2 Lam)(Lam/2)^l/l!;  dL/dlnLam -> (2/pi^2) arccosh(pi/s^2)
#  noise sigma on M slices, eta=sigma/sqrt(M): error of component a_l is eta/s_l,
#  truncation error E_L^2 = sum_{l>=L} a_l^2 + eta^2 sum_{l<L} s_l^-2
#  two nonnegative normalised spectra can have almost identical G.
import numpy as np
from math import factorial, ceil, log, log2, sqrt, pi, exp
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.special import iv, ive, eval_chebyt
from scipy.constants import physical_constants as pc

def kern(t, tb, u):  # tb = 1-t, carried separately for accuracy near t=1
    au = np.abs(u)
    return np.exp(-np.where(u >= 0, t, tb) * au) / (1 + np.exp(-au))

def gauss(edges, p):
    x, w = np.polynomial.legendre.leggauss(p)
    e = np.asarray(edges, float)
    c, h = (e[1:] + e[:-1]) / 2, (e[1:] - e[:-1]) / 2
    return (c[:, None] + h[:, None] * x).ravel(), (h[:, None] * w).ravel()

def discretize(Lam, p):
    m = max(1, ceil(log2(Lam)))
    sc = [0.0] + [2.0 ** -j for j in range(m, -1, -1)]
    up, wup = gauss(Lam * np.array(sc), p)
    th, wth = gauss(0.5 * np.array(sc), p)
    u, wu = np.r_[-up, up], np.r_[wup, wup]
    t, tb, wt = np.r_[th, 1 - th], np.r_[1 - th, th], np.r_[wth, wth]
    B = np.sqrt(wt)[:, None] * kern(t[:, None], tb[:, None], u[None, :]) * np.sqrt(wu)
    return t, tb, wt, u, wu, B

sv = lambda Lam, p=20: np.linalg.svd(discretize(Lam, p)[-1], compute_uv=False)
Cm = lambda m: 2.5 * sqrt(5 * m + exp(2.6) / 2)
def Lbound(s, Lam):
    m = ceil(log2(Lam))
    return (2 * m + 1) * ceil(log(Cm(m) / s) / log(5))
rate = lambda s: 2 / pi**2 * np.arccosh(pi / s**2)
def frac(svals, s):
    k = svals[svals > 1e-13]
    return np.interp(-log(s), -np.log(k), np.arange(len(k)))

# Hubbard dimer: thermal trace by matrix exponentials against poles times kernel
low, sz, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
def cop(i):
    out = np.eye(1)
    for j in range(4):
        out = np.kron(out, sz if j < i else low if j == i else one)
    return out
c = [cop(i) for i in range(4)]
n = [x.T @ x for x in c]
hop, U, mu, bd = 0.3, 1.0, 0.4, 5.0
H = U * (n[0] @ n[1] + n[2] @ n[3]) - mu * sum(n)
for i, j in ((0, 2), (1, 3)):
    H -= hop * (c[i].T @ c[j] + c[j].T @ c[i])
E, X = np.linalg.eigh(H)
bz = np.exp(-bd * E); Z = np.trace(expm(-bd * H))
wgt = (X.T @ c[0] @ X) ** 2 * (bz[:, None] + bz[None, :]) / Z
pole = E[None, :] - E[:, None]
assert abs(wgt.sum() - 1) < 1e-12
for tt in (0.1, 0.35, 0.8):
    Gd = np.trace(expm(-bd * (1 - tt) * H) @ c[0] @ expm(-bd * tt * H) @ c[0].T) / Z
    Gk = (wgt * kern(tt, 1 - tt, bd * pole)).sum()
    assert abs(Gd - Gk) < 1e-11
print(f"dimer hop={hop} U={U} mu={mu} Ha, beta={bd} 1/Ha")
print(f"dimer G(0.8 beta): trace {Gd:.8f}, kernel {Gk:.8f}")
print("all numbers dimensionless unless a unit is given")

# Gram kernel, row integral, Mellin symbol, Bessel expansion and bound
for a1, a2 in ((0.7, 3.0), (-4.0, 9.0), (-12.0, -2.0), (6.0, -5.5)):
    g = quad(lambda x: float(kern(x, 1 - x, a1) * kern(x, 1 - x, a2)), 0, 1)[0]
    assert abs(g - (np.tanh(a1 / 2) + np.tanh(a2 / 2)) / (2 * (a1 + a2))) < 1e-10
    assert abs(quad(lambda x: float(kern(x, 1 - x, a1)), 0, 1)[0] - np.tanh(a1 / 2) / a1) < 1e-10
for k in (0.0, 0.5, 1.5):
    f = 2 * quad(lambda y: np.cos(k * y) / (2 * np.cosh(y / 2)), 0, 80, limit=400)[0]
    assert abs(f - pi / np.cosh(pi * k)) < 1e-7
for b in (0.3, 2.0, 7.0):
    cc = np.polynomial.chebyshev.chebinterpolate(lambda z: np.exp(-b * z), 60)
    nn = np.arange(15)
    assert np.allclose(cc[:15], np.where(nn == 0, 1, 2) * (-1.) ** nn * iv(nn, b), atol=1e-11 * exp(b))
bb = np.linspace(0, 50, 501)
for nn in range(30):
    assert np.all(ive(nn, bb) <= 5.0 ** -nn * np.exp(1.6 * bb) * (1 + 1e-12))

# explicit panelwise low-rank approximation at Lam=128
t, tb, wt, u, wu, B = discretize(128.0, 20)
s128 = np.linalg.svd(B, compute_uv=False)
au = np.abs(u); cen = au < 1
h = 2.0 ** np.floor(np.log2(np.maximum(au, 1.0))) / 2
z = np.where(cen, u, (au - 3 * h) / h)
T = np.where(u > 0, t[:, None], tb[:, None])
Kp = np.zeros_like(B)
for p in range(1, 7):
    k = p - 1
    outer = np.exp(-2 * h * T) * ive(k, h * T) / (1 + np.exp(-au))
    inner = iv(k, t - 0.5)[:, None] / (2 * np.cosh(u / 2))
    Kp += (1 if k == 0 else 2) * (-1) ** k * np.where(cen, inner, outer) * eval_chebyt(k, z)
    err = np.linalg.norm(B - np.sqrt(wt)[:, None] * Kp * np.sqrt(wu))
    assert s128[15 * p] <= err <= Cm(7) * 5.0 ** -p
    if p in (1, 2, 6):
        print(f"Lam=128 p={p} rank {15*p}: HS error {err:.2e}, bound {Cm(7)*5.0**-p:.2e}")
print(f"Lam=128: s_15={s128[15]:.2e}, s_30={s128[30]:.2e}, C_7={Cm(7):.3f}")

# faster than exponential decay for l above Lam
s4 = sv(4.0)
for l in range(11):
    assert s4[l] <= sqrt(8) * 2.0 ** l / factorial(l)
assert s4[10] / s4[9] < 0.7 * s4[4] / s4[3]
print(f"Lam=4: s4/s3={s4[4]/s4[3]:.4f}, s10/s9={s4[10]/s4[9]:.4f}")
print(f"Lam=4: s_10={s4[10]:.2e}, Taylor bound {sqrt(8)*2.0**10/factorial(10):.2e}")

# scaling with Lam
Lams, cuts = [1e2, 1e3, 1e4, 1e5, 1e6], [1e-2, 1e-4, 1e-6, 1e-8]
S = {L: sv(L) for L in Lams}
print(f"s_0 bounds: {sqrt(2)*np.tanh(0.5):.4f} and {sqrt(2*pi):.4f}; sqrt(pi)={sqrt(pi):.4f}")
print("L(s) for s=1e-2,1e-4,1e-6,1e-8:")
for L in Lams:
    s = S[L]
    tr = quad(lambda x: np.tanh(x / 2) / x, 0, 50)[0] + log(L / 50)
    assert abs((s**2).sum() - tr) < 1e-8
    assert sqrt(2) * np.tanh(0.5) <= s[0] <= sqrt(2 * pi)
    cnt = [int((s > x).sum()) for x in cuts]
    assert all(q <= Lbound(x, L) for q, x in zip(cnt, cuts))
    print(f"Lam={L:.0e}: s_0={s[0]:.4f} sum s^2={tr:.4f} L={cnt}")
for k in (2, 3):
    d = ((S[1e6]**(2 * k)).sum() - (S[1e4]**(2 * k)).sum()) / log(100)
    pr = 2 / pi * quad(lambda q: (pi / np.cosh(pi * q))**k, 0, 30)[0]
    assert abs(d / pr - 1) < 1e-2
    print(f"d(sum s^{2*k})/dlnLam: SVD {d:.4f}, symbol {pr:.4f}")
for x in cuts:  # tolerance one level: the count is a staircase
    d = frac(S[1e6], x) - frac(S[1e3], x)
    assert abs(d - rate(x) * log(1e3)) < 1.0
    print(f"s={x:.0e}: dL per decade of Lam: SVD {d/3:.2f}, law {rate(x)*log(10):.2f}")

# worked example
beta, W, sigma, M, Lf = 100.0, 1.0, 1e-3, 2500, 22
Lam, eta = beta * W, sigma / sqrt(M)
t, tb, wt, u, wu, B = discretize(Lam, 24)
Phi, s, Vt = np.linalg.svd(B); V = Vt.T
assert np.allclose(s[:26], S[1e2][:26], rtol=1e-6, atol=0)
peaks, wid = ((0.6, -0.3), (0.4, 0.4)), 0.08
a = sum(q * np.exp(-(u / beta - e)**2 / (2 * wid**2)) for q, e in peaks) / (sqrt(2 * pi) * wid * beta)
assert abs(wu @ a - 1) < 1e-7
av = np.sqrt(wu) * a; na = np.linalg.norm(av); al = V.T @ av
print(f"beta={beta:.0f} 1/Ha (T={pc['hartree-kelvin relationship'][0]/beta:.0f} K), Lam={Lam:.0f}")
print(f"W={W} Ha ({W*pc['Hartree energy in eV'][0]:.2f} eV), dtau={beta/M:.3f} 1/Ha")
print(f"peaks (weight, Ha) {peaks}, width {wid} Ha")
print(f"sigma={sigma:.0e}, M={M}, eta={eta:.2e}")
for i in range(0, 24, 6):
    print(f"s_{i}..:", " ".join(f"{x:.2e}" for x in s[i:i + 6]))
for i in range(0, 24, 6):
    print(f"|a_{i}|..:", " ".join(f"{abs(x):.2e}" for x in al[i:i + 6]))
cut = eta / na; Ls = int((s > cut).sum())
print(f"|a|={na:.4f}, |A|={na*sqrt(beta):.4f} Ha^-1/2, threshold {cut:.3e}")
print(f"L(threshold)={Ls}, proved bound {Lbound(cut, Lam)}")
tu = (np.arange(M) + 0.5) / M
Ku = kern(tu[:, None], 1 - tu[:, None], u[None, :])
fit = np.linalg.pinv((Ku * np.sqrt(wu)) @ V[:, :Lf] / s[:Lf])
rng = np.random.default_rng(7)
data = (Ku @ (wu * a))[:, None] + sigma * rng.standard_normal((M, 1000))
ah = fit @ data / s[:Lf, None]
# 1000 samples: about 2 percent scatter per deviation, plus uniform-grid error
assert np.all(np.abs(ah.std(axis=1) * s[:Lf] / eta - 1) < 0.15)
Ef, Es = [], []
for L in range(1, Lf + 1):
    Es.append(sqrt(np.mean(np.sum((V[:, :L] @ ah[:L] - av[:, None])**2, axis=0))))
    Ef.append(sqrt(na**2 - (al[:L]**2).sum() + eta**2 * (s[:L]**-2.0).sum()))
Ef, Es = np.array(Ef), np.array(Es)
assert np.all(np.abs(Es / Ef - 1) < 0.10)
Lo = int(np.argmin(Es)) + 1
assert Lo <= Ls and Es[-1] > na
for L in sorted({6, Lo, Ls, Lf}):
    print(f"L={L}: E_L/|a| simulated {Es[L-1]/na:.3f}, formula {Ef[L-1]/na:.3f}")
print(f"best truncation L={Lo}")
print(f"sample cost of one more component: {(s[Ls-1]/s[Ls])**2:.2f}")
print(f"eta/10 (100x samples): L={int((s > cut/10).sum())}")
print(f"beta x10: threshold {cut*sqrt(10):.3e}, L={int((S[1e3] > cut*sqrt(10)).sum())}")

# two nonnegative normalised spectra, integrated on an independent grid
l, a0 = 21, 1 / (2 * Lam)
vfun = lambda y: (np.sqrt(wt) * Phi[:, l]) @ kern(t[:, None], tb[:, None], y[None, :]) / s[l]
uf = np.linspace(-Lam, Lam, 4001); vf = vfun(uf)
delta = 0.9 * a0 / np.abs(vf).max()
ug, wg = gauss(np.linspace(-Lam, Lam, 51), 16); vg = vfun(ug)
assert min((a0 - delta * np.abs(vg)).min(), (a0 - delta * np.abs(vf)).min()) > 0
assert abs(wg @ vg) < 1e-6 and abs(wg @ vg**2 - 1) < 1e-6
dG = kern(tu[:, None], 1 - tu[:, None], ug[None, :]) @ (wg * 2 * delta * vg)
rms = sqrt(np.mean(dG**2)); l1 = 2 * delta * np.mean(np.abs(vf)) * 2 * Lam
assert abs(rms / (2 * delta * s[l]) - 1) < 0.02
assert l1 > 0.05 and np.abs(dG).max() < eta
print(f"pair l={l}: a0={a0:.4f}, delta={delta:.4e}, int|A+ - A-|dw={l1:.3f}")
print(f"rms dG={rms:.3e}, 2 delta s_l={2*delta*s[l]:.3e}, max dG={np.abs(dG).max():.2e}")
print("every check passed")
```

It prints:

```
dimer hop=0.3 U=1.0 mu=0.4 Ha, beta=5.0 1/Ha
dimer G(0.8 beta): trace 0.34031575, kernel 0.34031575
all numbers dimensionless unless a unit is given
Lam=128 p=1 rank 15: HS error 3.11e-01, bound 3.23e+00
Lam=128 p=2 rank 30: HS error 5.07e-02, bound 6.46e-01
Lam=128 p=6 rank 90: HS error 2.96e-05, bound 1.03e-03
Lam=128: s_15=3.96e-04, s_30=1.09e-09, C_7=16.150
Lam=4: s4/s3=0.1260, s10/s9=0.0501
Lam=4: s_10=2.84e-10, Taylor bound 7.98e-04
s_0 bounds: 0.6535 and 2.5066; sqrt(pi)=1.7725
L(s) for s=1e-2,1e-4,1e-6,1e-8:
Lam=1e+02: s_0=1.4539 sum s^2=4.7308 L=[10, 16, 22, 26]
Lam=1e+03: s_0=1.5511 sum s^2=7.0334 L=[15, 26, 35, 44]
Lam=1e+04: s_0=1.6091 sum s^2=9.3360 L=[21, 35, 49, 62]
Lam=1e+05: s_0=1.6469 sum s^2=11.6386 L=[26, 45, 63, 80]
Lam=1e+06: s_0=1.6729 sum s^2=13.9411 L=[31, 54, 77, 98]
d(sum s^4)/dlnLam: SVD 1.9999, symbol 2.0000
d(sum s^6)/dlnLam: SVD 4.9324, symbol 4.9348
s=1e-02: dL per decade of Lam: SVD 5.16, law 5.16
s=1e-04: dL per decade of Lam: SVD 9.45, law 9.45
s=1e-06: dL per decade of Lam: SVD 13.75, law 13.75
s=1e-08: dL per decade of Lam: SVD 18.05, law 18.05
beta=100 1/Ha (T=3158 K), Lam=100
W=1.0 Ha (27.21 eV), dtau=0.040 1/Ha
peaks (weight, Ha) ((0.6, -0.3), (0.4, 0.4)), width 0.08 Ha
sigma=1e-03, M=2500, eta=2.00e-05
s_0..: 1.45e+00 1.24e+00 7.98e-01 5.34e-01 3.19e-01 1.88e-01
s_6..: 1.06e-01 5.85e-02 3.13e-02 1.63e-02 8.29e-03 4.11e-03
s_12..: 2.00e-03 9.46e-04 4.39e-04 1.99e-04 8.83e-05 3.84e-05
s_18..: 1.63e-05 6.79e-06 2.77e-06 1.11e-06 4.33e-07 1.66e-07
|a_0|..: 4.76e-02 1.95e-02 6.66e-02 3.32e-03 5.44e-03 2.65e-02
|a_6|..: 6.57e-02 7.12e-03 3.28e-02 3.06e-02 3.80e-02 7.21e-03
|a_12|..: 2.64e-02 2.77e-02 1.89e-02 2.76e-03 1.30e-02 1.96e-02
|a_18|..: 8.37e-03 1.93e-03 4.51e-03 1.05e-02 2.99e-03 3.54e-03
|a|=0.1354, |A|=1.3541 Ha^-1/2, threshold 1.477e-04
L(threshold)=16, proved bound 120
L=6: E_L/|a| simulated 0.757, formula 0.757
L=14: E_L/|a| simulated 0.306, formula 0.309
L=16: E_L/|a| simulated 0.877, formula 0.860
L=22: E_L/|a| simulated 143.457, formula 145.800
best truncation L=14
sample cost of one more component: 5.08
eta/10 (100x samples): L=19
beta x10: threshold 4.671e-04, L=22
pair l=21: a0=0.0050, delta=1.9431e-02, int|A+ - A-|dw=0.486
rms dG=4.294e-08, 2 delta s_l=4.297e-08, max dG=2.74e-07
every check passed
```
